# Charge and magnetization branches of the collinear spin dielectric operator

## Definitions and conventions

Hartree atomic units are used. The system is an electron gas in collinear spin density-functional theory, at zero temperature, with a uniform neutralizing background. The exchange-correlation functional is local, with energy density $e_{xc}(n_\uparrow,n_\downarrow)$. The variables are

$$n=n_\uparrow+n_\downarrow,\quad m=n_\uparrow-n_\downarrow,\quad v=\tfrac12(v_\uparrow+v_\downarrow),\quad b=\tfrac12(v_\uparrow-v_\downarrow),$$

so that $v_\uparrow=v+b$ and $v_\downarrow=v-b$.

A self-consistency cycle takes an input density, builds the Kohn–Sham potential, and returns an output density $F[n]$. A small input error $\delta n_\sigma$ changes the potential of spin $\sigma$ by

$$\delta v_\sigma=\sum_{\sigma'}K_{\sigma\sigma'}\,\delta n_{\sigma'},\qquad K_{\sigma\sigma'}=v_c+f_{\sigma\sigma'},\qquad f_{\sigma\sigma'}=\frac{\partial^2e_{xc}}{\partial n_\sigma\partial n_{\sigma'}} .$$

The Coulomb kernel $v_c$ carries no spin labels, because the Hartree potential depends on the total charge and acts equally on both spins. For a plane-wave error of wavevector $q$ it is $v_c=4\pi/q^2$.

Kohn–Sham electrons of spin $\sigma$ feel only $v_\sigma$, so the output error is $\delta n_\sigma^{out}=\chi_\sigma\delta v_\sigma$, where $\chi_\sigma$ is the static independent-electron response. Hence $\delta n^{out}=\chi_0K\,\delta n$, and the error in the residual $n-F[n]$ is $\varepsilon\,\delta n$ with

$$\varepsilon=1-\chi_0K .$$

Linear mixing with step $\alpha$ and preconditioner $P$ is $n_{i+1}=n_i+\alpha P(F[n_i]-n_i)$. Near the fixed point the error $e_i$ therefore obeys

$$e_{i+1}=(1-\alpha P\varepsilon)\,e_i .$$

An eigenmode of $P\varepsilon$ with real eigenvalue $\lambda$ is multiplied by $1-\alpha\lambda$ per step. It decays if $|1-\alpha\lambda|<1$, which means $0<\alpha\lambda<2$.

The spin populations are held fixed, so errors at $q=0$ are excluded in both $n$ and $m$. At $q\neq0$ a plane-wave perturbation of a uniform gas does not shift the Fermi levels at first order.

## The simple case: an unpolarized uniform gas

With equal spin populations, $\chi_\uparrow=\chi_\downarrow=\chi_0/2$, where $\chi_0$ now denotes the total response, and $f_{\uparrow\uparrow}=f_{\downarrow\downarrow}$. The potential changes are

$$\delta v_\uparrow=v_c\,\delta n+f_{\uparrow\uparrow}\delta n_\uparrow+f_{\uparrow\downarrow}\delta n_\downarrow,\qquad
\delta v_\downarrow=v_c\,\delta n+f_{\uparrow\downarrow}\delta n_\uparrow+f_{\uparrow\uparrow}\delta n_\downarrow .$$

Half their sum and half their difference are

$$\delta v=\Big(v_c+\frac{f_{\uparrow\uparrow}+f_{\uparrow\downarrow}}2\Big)\delta n,\qquad
\delta b=\frac{f_{\uparrow\uparrow}-f_{\uparrow\downarrow}}2\,\delta m .$$

The Coulomb term has cancelled from the difference. Call the two exchange-correlation coefficients $f_{nn}$ and $f_{mm}$. Since both spins respond equally, $\delta n^{out}=\frac{\chi_0}2(\delta v_\uparrow+\delta v_\downarrow)=\chi_0\delta v$, and likewise $\delta m^{out}=\chi_0\delta b$. The two eigenvalue branches are

$$\boxed{\;\varepsilon_c(q)=1-\chi_0(q)\Big(\frac{4\pi}{q^2}+f_{nn}\Big),\qquad \varepsilon_m(q)=1-\chi_0(q)f_{mm}\;}$$

The first belongs to a pure charge error, the second to a pure magnetization error.

### The response function

A potential $Ve^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ mixes the plane wave $\mathbf k$, of energy $\epsilon_k=k^2/2$, with $\mathbf k\pm\mathbf q$. First-order perturbation theory gives the $e^{i\mathbf q\cdot\mathbf r}$ part of its density as $V/(\epsilon_k-\epsilon_{k+q})+V/(\epsilon_k-\epsilon_{k-q})$, per unit volume. After summation over the occupied sphere the two terms are equal, by $\mathbf k\to-\mathbf k$. With $\mathbf q$ along $z$, $\epsilon_k-\epsilon_{k+q}=-q(k_z+q/2)$. A slice of the Fermi sphere at $k_z$ has area $\pi(k_F^2-k_z^2)$, so

$$\chi_\sigma=-\frac{2\pi}{(2\pi)^3q}\,\mathrm P\!\!\int_{-k_F}^{k_F}\!dk_z\,\frac{k_F^2-k_z^2}{k_z+a},\qquad a=\frac q2 .$$

Write $k_F^2-k_z^2=(k_F^2-a^2)-(k_z-a)(k_z+a)$. The integral becomes

$$(k_F^2-a^2)\ln\left|\frac{k_F+a}{k_F-a}\right|+2ak_F .$$

With $x=a/k_F=q/2k_F$ and $q=2xk_F$,

$$\chi_\sigma=-\frac{k_F}{8\pi^2x}\left[(1-x^2)\ln\left|\frac{1+x}{1-x}\right|+2x\right]=-\frac{k_F}{2\pi^2}F(x),$$

$$F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .$$

The total response is $\chi_0=-(k_F/\pi^2)F(q/2k_F)$, the Lindhard function.

### Limits of the two branches

For small $x$ the logarithm is $2(x+x^3/3+\dots)$, so

$$F=\tfrac12+\tfrac12(1-x^2)(1+x^2/3)+\dots=1-\frac{x^2}3+O(x^4),\qquad x^2=\frac{q^2}{4k_F^2}.$$

The correction $-q^2/12k_F^2$ multiplies $4\pi/q^2$ and leaves a constant:

$$\varepsilon_c=\frac{k_{TF}^2}{q^2}+1-\frac1{3\pi k_F}+\frac{k_F}{\pi^2}f_{nn}+O(q^2),\qquad k_{TF}^2=\frac{4k_F}\pi,$$

$$\varepsilon_m=1+\frac{k_F}{\pi^2}f_{mm}+O(q^2).$$

A long-wave charge error creates a large electrostatic potential. A pure magnetization error has $\delta n=0$ at every point, so it creates no electrostatic potential.

For large $x$ the logarithm is $2(1/x+1/3x^3+\dots)$, which gives $F\to1/3x^2$. Both branches then tend to 1: the kinetic cost of short waves suppresses the response.

### Numbers at $r_s=4$

Take $r_s=4$ bohr, so $n=3/(4\pi r_s^3)=0.003730$ and $k_F=(3\pi^2n)^{1/3}=0.4798$. Then $k_{TF}^2=0.6109$ and $k_F/\pi^2=0.04861$. Second derivatives of the local spin-density energy with Perdew–Wang correlation, evaluated numerically at this density, are $f_{nn}=-15.31$ and $f_{mm}=-7.581$. The small-$q$ constants are

$$1-0.221-0.04861\times15.31=0.035,\qquad \varepsilon_m(0)=1-0.04861\times7.581=0.631 .$$

Inserting the Lindhard function gives:

| $q/k_F$ | $\varepsilon_c$ | $\varepsilon_m$ |
|---|---|---|
| 0.05 | 1061.5 | 0.632 |
| 0.10 | 265.4 | 0.632 |
| 0.30 | 29.53 | 0.634 |
| 0.70 | 5.48 | 0.647 |
| 1.50 | 1.34 | 0.711 |
| 2.50 | 0.919 | 0.907 |

Halving $q$ from 0.10 to 0.05 $k_F$ multiplies $\varepsilon_c$ by four and hardly changes $\varepsilon_m$. In the last row $\varepsilon_c$ is below 1 because $4\pi/q^2=8.7$ there, which is smaller than $|f_{nn}|$.

## What the branches demand of the mixing

The Kerker factor $P_K=q^2/(q^2+k_{TF}^2)$ cancels the growth of the charge branch, since $P_K\varepsilon_c\to1$ as $q\to0$. Applied to the magnetization, it gives $P_K\varepsilon_m\to0$, a small eigenvalue that was not there before, and hence a slow mode at any given $\alpha$.

At $q=0.3k_F$, $q^2=0.0207$ and $P_K=0.0328$. With $\alpha=0.5$ the error factors per step are:

- no preconditioner: charge $1-0.5\times29.53=-13.8$, magnetization $1-0.5\times0.634=0.683$;
- Kerker on both: charge $1-0.5\times0.0328\times29.53=0.516$, magnetization $1-0.5\times0.0328\times0.634=0.990$;
- Kerker on charge only: $0.516$ and $0.683$.

For a whole set of modes with positive eigenvalues between $\lambda_1$ and $\lambda_2$, the largest $|1-\alpha\lambda|$ is smallest when the two ends are equal and opposite, $1-\alpha\lambda_1=-(1-\alpha\lambda_2)$. This gives $\alpha=2/(\lambda_1+\lambda_2)$ and the factor $(\kappa-1)/(\kappa+1)$, with $\kappa=\lambda_2/\lambda_1$.

Take the wavevectors $0.05k_F,0.10k_F,\dots,5k_F$ and start with equal errors in all modes. Give each scheme its own best step $\alpha=2/(\lambda_1+\lambda_2)$, which is 0.00188, 2.00 and 1.27 for the three rows below. Multiplying by the error factors until every error has fallen by $10^6$ gives:

| scheme | $\kappa$ | steps |
|---|---|---|
| plain | 1681 | 11612 |
| Kerker on $n$ and $m$ | 1681 | 11612 |
| Kerker on $n$ | 1.74 | 11 |

The first two rows agree for a simple reason. In both schemes the largest eigenvalue is on the charge branch and the smallest on the magnetization branch, both at the smallest $q$. The common factor $P_K$ cancels from their ratio. With linear mixing and the best $\alpha$ for each scheme, preconditioning both channels alike therefore gains nothing in this cell. Pulay or Broyden mixing depends on how the eigenvalues are distributed, not on $\kappa$ alone, so these step counts do not carry over to it. At a fixed $\alpha=0.5$ it does turn a divergent iteration into a slowly convergent one.

## When the magnetization branch turns negative

Exchange alone allows a closed result. Its unpolarized energy density is $e_x(n)=-\frac34(3/\pi)^{1/3}n^{4/3}$, and spin scaling gives $e_x(n_\uparrow,n_\downarrow)=\frac12[e_x(2n_\uparrow)+e_x(2n_\downarrow)]$. Two derivatives give $f_{\uparrow\uparrow}=2e_x''(n)$ and $f_{\uparrow\downarrow}=0$, so $f_{nn}=f_{mm}=e_x''(n)$. With $n=k_F^3/3\pi^2$,

$$e_x''=-\frac13\Big(\frac3\pi\Big)^{1/3}n^{-2/3}=-\frac13\Big(\frac3\pi\Big)^{1/3}\frac{(3\pi^2)^{2/3}}{k_F^2}=-\frac\pi{k_F^2},
\qquad \varepsilon_m(0)=1-\frac1{\pi k_F}.$$

Since $k_F=(9\pi/4)^{1/3}/r_s$, this vanishes at $r_s=\pi(9\pi/4)^{1/3}=6.03$ bohr. At $r_s=4$ it is 0.337; correlation raises it to the 0.631 found above.

At $r_s=7$, exchange only, $\varepsilon_m(0.3k_F)=-0.152$. With $\alpha=0.5$ a magnetization error grows by $1+0.5\times0.152=1.076$ per step, and any positive $\alpha$ also gives growth. This is no defect of the mixing: in the exchange-only model the unpolarized state is itself unstable, as the energy argument below shows. The instability at this density belongs to that model: with Perdew–Wang correlation included, $\varepsilon_m(0.3k_F)$ at $r_s=7$ is $+0.50$.

## The general collinear operator

Now let the spins differ. Put $S=\chi_\uparrow+\chi_\downarrow$ and $D=\chi_\uparrow-\chi_\downarrow$. From $\delta n_\uparrow^{out}=\chi_\uparrow(\delta v+\delta b)$ and $\delta n_\downarrow^{out}=\chi_\downarrow(\delta v-\delta b)$, the sum and difference are

$$\delta n^{out}=S\,\delta v+D\,\delta b,\qquad \delta m^{out}=D\,\delta v+S\,\delta b .$$

For the kernel, insert $\delta n_{\uparrow}=\frac12(\delta n+\delta m)$ and $\delta n_\downarrow=\frac12(\delta n-\delta m)$ into $\delta v_\sigma$ and take half the sum and half the difference:

$$\delta v=(v_c+f_{nn})\delta n+f_{nm}\delta m,\qquad \delta b=f_{nm}\delta n+f_{mm}\delta m,$$

$$f_{nn}=\tfrac14(f_{\uparrow\uparrow}+2f_{\uparrow\downarrow}+f_{\downarrow\downarrow}),\quad f_{nm}=\tfrac14(f_{\uparrow\uparrow}-f_{\downarrow\downarrow}),\quad f_{mm}=\tfrac14(f_{\uparrow\uparrow}-2f_{\uparrow\downarrow}+f_{\downarrow\downarrow}).$$

Therefore

$$\boxed{\;\varepsilon=1-\begin{pmatrix}S&D\\D&S\end{pmatrix}\begin{pmatrix}v_c+f_{nn}&f_{nm}\\f_{nm}&f_{mm}\end{pmatrix}\;}$$

No step used uniformity. In an inhomogeneous system the entries are integral operators in space, and their order in the products must be kept. When the reference has $m=0$ and $v_\uparrow=v_\downarrow$ at every point, $D=f_{nm}=0$ and the matrix splits into a charge block and a magnetization block, which in the uniform gas are the two branches found first. Equal total populations are not enough: in an antiferromagnet $D$ and $f_{nm}$ need not vanish.

### Where the Coulomb divergence sits

From here on the reference is a uniform gas, its polarization held by the fixed spin populations or by a uniform field. Separate the Coulomb part:

$$\varepsilon=A-v_c\begin{pmatrix}S\\D\end{pmatrix}\begin{pmatrix}1&0\end{pmatrix},\qquad A=1-\begin{pmatrix}S&D\\D&S\end{pmatrix}\begin{pmatrix}f_{nn}&f_{nm}\\f_{nm}&f_{mm}\end{pmatrix}.$$

The row $(1\;\;0)$ says that the Coulomb kernel reads only the input charge $\delta n$. In this sense the divergence enters only through the charge channel. The column $(S,D)$ says where it goes: in a polarized gas one electrostatic potential moves the two spins by different amounts, so the output magnetization also contains a divergent term. The entry $\varepsilon_{mn}$ contains $-Dv_c$, while $\varepsilon_{nm}$ and $\varepsilon_{mm}$ stay finite.

The eigenvalues are real. Both $\chi_\sigma$ are negative, so $X=-\chi_0$ is a positive matrix, and $1+XK$ is similar to the symmetric matrix $1+X^{1/2}KX^{1/2}$. Their sum and product are

$$\lambda_++\lambda_-=-v_cS+\mathrm{tr}A,\qquad \lambda_+\lambda_-=\det A-v_c(SA_{mm}-DA_{nm}).$$

With $A_{mm}=1-Df_{nm}-Sf_{mm}$ and $A_{nm}=-Sf_{nm}-Df_{mm}$, the terms in $f_{nm}$ cancel:

$$SA_{mm}-DA_{nm}=S-(S^2-D^2)f_{mm}=S-4\chi_\uparrow\chi_\downarrow f_{mm}.$$

Sum and product both grow as $1/q^2$. One eigenvalue must then carry the sum, and the other is the ratio of product to sum:

$$\lambda_+\simeq-v_cS,\qquad \lambda_-\to1-\frac{4\chi_\uparrow\chi_\downarrow}{\chi_\uparrow+\chi_\downarrow}f_{mm}\qquad(q\to0).$$

One eigenvalue diverges, not two. Its right eigenvector tends to $(S,D)$, the column of the dominant term. For $\lambda_-$ to stay finite, $v_c\,\delta n$ must stay finite, so $\delta n/\delta m=O(q^2)$: this mode becomes purely magnetic. For $\chi_\uparrow=\chi_\downarrow=\chi_0/2$ the limit is $1-\chi_0f_{mm}$, as before.

### The finite mode and the energy

At $q\to0$, $\chi_\sigma=-N_\sigma$ with $N_\sigma=k_{F\sigma}/2\pi^2$. The kinetic energy density $t_\sigma$ obeys $dt_\sigma/dn_\sigma=k_{F\sigma}^2/2$. Since $n_\sigma=k_{F\sigma}^3/6\pi^2$, a second derivative gives $1/N_\sigma$. At fixed $n$, $dn_\uparrow=\frac12dm$ and $dn_\downarrow=-\frac12dm$, so the energy density $e=t_\uparrow+t_\downarrow+e_{xc}$ has curvature

$$\frac{\partial^2e}{\partial m^2}=\frac14\Big(\frac1{N_\uparrow}+\frac1{N_\downarrow}\Big)+f_{mm},
\qquad
\lambda_-=\frac{4N_\uparrow N_\downarrow}{N_\uparrow+N_\downarrow}\,\frac{\partial^2e}{\partial m^2}.$$

A negative $\lambda_-$ thus means that a long-wave magnetization lowers the energy. In a cell that contains a wave with $\lambda_-(q)<0$, whether a long magnetization wave or, at low density, a charge wave near $2k_F$, no positive $\alpha$ makes linear mixing converge to such a state from a start whose error contains that mode, since $1-\alpha\lambda_->1$. (An unpolarized gas started with $m=0$ keeps $m=0$ by symmetry and does not excite the mode.) The link to the energy holds at finite $q$ too: $\varepsilon=X(X^{-1}+K)$, where $X^{-1}+K$ is the second-derivative matrix of the energy for that wave, and since $X$ is positive the two matrices have the same number of negative eigenvalues. The state is not a minimum of the energy, and adjusting $\alpha$ cannot change that.

### Numbers at polarization 0.6

Keep $r_s=4$ and set $m/n=0.6$. The Fermi wavevectors are $1.6^{1/3}k_F=1.170k_F$ and $0.4^{1/3}k_F=0.737k_F$. At $q=0.3k_F$ the formula gives

$$\varepsilon=\begin{pmatrix}28.13&0.042\\6.39&0.641\end{pmatrix}.$$

The large entries fill the charge column. As $q\to0$, $q^2\lambda_+\to-4\pi S=0.582$. The divergent mode has $\delta m/\delta n=D/S=(1.170-0.737)/(1.170+0.737)=0.227$, and the finite eigenvalue is $\lambda_-=0.627$.

## Preconditioning the polarized gas

Multiplying the charge row by $P_K$ bounds the entry $\varepsilon_{nn}$ but leaves $\varepsilon_{mn}\simeq-4\pi D/q^2$ untouched. At $q=0.01k_F$ this entry is $5.7\times10^3$, and at $0.001k_F$ it is $5.7\times10^5$. The eigenvalues of $P\varepsilon$ are nevertheless 0.61 and 0.98 at both wavevectors, because $P_K\varepsilon_{nm}$ vanishes as $q^2$ and compensates in the determinant. Eigenvalues alone therefore mislead here: the error decays eventually, but a small charge error first produces a large magnetization error.

The cure is to invert the whole rank-one part. Write $u=(S,D)^T$ and $r=(1\;\;0)$, so $ru=S$. Then

$$(1-v_cur)(1+\beta ur)=1+(\beta-v_c-v_c\beta S)\,ur,$$

which equals 1 for $\beta=v_c/(1-v_cS)$. The preconditioner is $B=1+\beta ur$. Since $\varepsilon=B^{-1}-(1-A)$, we have $B\varepsilon=1-B(1-A)$. As $q\to0$, $\beta\to-1/S$ and

$$B\to\begin{pmatrix}0&0\\-D/S&1\end{pmatrix}.$$

The first row of $B(1-A)$ vanishes. In the second row, the first column is $-\frac DS(Sf_{nn}+Df_{nm})+Df_{nn}+Sf_{nm}=(S-D^2/S)f_{nm}$, and the second is $(S-D^2/S)f_{mm}$ in the same way. With $c=S-D^2/S=4\chi_\uparrow\chi_\downarrow/S$,

$$B\varepsilon\to\begin{pmatrix}1&0\\-cf_{nm}&1-cf_{mm}\end{pmatrix}=\begin{pmatrix}1&0\\0.126&0.627\end{pmatrix}$$

for the gas above. Every entry is now bounded. For $D=0$, $B$ acts on the charge alone with the factor $1/(1-v_cS)$, which becomes the Kerker factor when $S$ is replaced by its long-wave value $-k_F/\pi^2$. In an inhomogeneous system $S$ and $D$ vary in space, and this uniform-gas $B$ is then a model whose quality has to be judged case by case.

Numerical values quoted here were computed with a short program.
